\section*{Should a relaxed interface dipole be divided by the oxide permittivity?}

\section*{Question}

I want the potential step that an interface dipole layer produces in a high-$k$ gate stack. Suppose a first-principles calculation, with electrons and ions fully relaxed, gives a dipole of $0.0220\ e\,\text{\AA}$ for each $13.0\ \text{\AA}^2$ of interface. The dipole sits in an oxide of static permittivity 20. Charges in a dielectric are screened, so I would divide the vacuum formula for a dipole layer by 20. A colleague says that no division is needed. The two answers differ by a factor of 20. Which is right, and is there a case simple enough that the screening can be followed from start to finish?

\section*{Answer}

Your colleague is right, provided that the dipole is that of the complete charge and that no macroscopic field is present on either side of the interface. The relaxed dipole already contains the screening. A layer of polarisable sites shows this, because its moment is known both before and after relaxation.

\subsection*{The step follows from the total charge}

I use atomic units in the algebra, so $e=1$ and $4\pi\varepsilon_0=1$. Let $\rho(z)$ be the charge density with every electron and ion included, averaged over the interface plane and then along $z$ over one repeat length of the crystal (over that of each crystal in turn, if the two sides differ). The average along $z$ removes the oscillations of the bulk charge, and $\phi$ below is the potential averaged in the same way. What remains of $\rho$ is neutral overall and confined to the interface region, and its dipole per area is $m=\int z\rho\,dz$, positive along $+z$. Poisson's equation is $\phi''=-4\pi\rho$. With no field on the left, one integration gives
\begin{equation}
\phi'(z)=-4\pi Q(z),\qquad Q(z)=\int_{-\infty}^{z}\rho(z')\,dz' .
\end{equation}
Neutrality makes $Q$ vanish on both sides. Integrating again, by parts and with $Q'=\rho$,
\begin{equation}
\Delta\phi=-4\pi\int Q\,dz=-4\pi\big[zQ\big]_{-\infty}^{\infty}+4\pi\int z\rho\,dz=4\pi m .
\label{step}
\end{equation}
The potential is higher on the $+z$ side, and an electron's energy is lower there. In SI units the prefactor $4\pi$ becomes $1/\varepsilon_0$, the vacuum value. A relative permittivity has no place in \eqref{step}, since the charge that it would represent is already in $\rho$. If the two sides are different crystals, $m$ also contains the difference of their bulk average potentials, and it depends on how the ion cores are represented: spreading ions of charge $Z$ and density $n$ into Gaussians of standard deviation $w$ lowers the average potential of that crystal by $2\pi nZw^2$. The shift caused by a dipole layer is then $4\pi$ times the change in $m$ between two interfaces of the same pair of crystals, computed with the same cores.

\subsection*{Where one division is correct}

Now let $\rho_0$ be a smooth bare charge with dipole $m_0$ per area, placed in a uniform dielectric. The displacement field is $D=4\pi Q_0$, where $Q_0$ is the running integral of $\rho_0$. As in \eqref{step}, $\int Q_0\,dz=-m_0$. With $E=D/\varepsilon$,
\begin{equation}
\Delta\phi=-\int E\,dz=-\frac{4\pi}{\varepsilon}\int Q_0\,dz=\frac{4\pi m_0}{\varepsilon}.
\label{smooth}
\end{equation}
The polarisation $P=(\varepsilon-1)E/4\pi$ carries the charge $-P'$, whose dipole is $-\int zP'\,dz=\int P\,dz$. The total dipole is therefore
\begin{equation}
m=m_0+\frac{\varepsilon-1}{4\pi}\int E\,dz
=m_0-\frac{\varepsilon-1}{\varepsilon}\,m_0=\frac{m_0}{\varepsilon}.
\end{equation}
So $4\pi m$ and $4\pi m_0/\varepsilon$ are the same step. Dividing $4\pi m$ by $\varepsilon$ gives $4\pi m_0/\varepsilon^2$, which is screened twice.

\subsection*{A single polarisable sheet}

Next take a square lattice of side $b$ in vacuum. Each site has a bare moment $p_0$ along the normal and a polarisability $\alpha$, so $p=p_0+\alpha E_{\rm loc}$. A dipole produces the field $-p/r^3$ in its equatorial plane, hence
\begin{equation}
E_{\rm loc}=-\frac{S\,p}{b^3},\qquad
S=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}}=9.0336 .
\end{equation}
Collecting the terms in $p$ gives
\begin{equation}
p=\frac{p_0}{1+S\alpha/b^3}.
\end{equation}
For numbers I take $p_0=0.060\ e\,\text{\AA}$, $b=3.606\ \text{\AA}$ and $\alpha=6.837\ \text{\AA}^3$, the polarisability that gives a bulk permittivity of 20 in the crystal treated next. The denominator is 2.317 and the relaxed moment is $0.0259\ e\,\text{\AA}$. The sheet has screened itself, and the divisor is not 20.

\subsection*{The same sheet inside the oxide}

Stack such layers into an fcc crystal with $n$ sites per volume, all of polarisability $\alpha$, and give the bare moment to the sites of one layer, $i=0$. Then
\begin{equation}
p_i=p_0\,\delta_{i0}+\alpha\sum_j T_{ij}\,p_j ,
\label{layers}
\end{equation}
where $T_{ij}p_j$ is the field at a site of layer $i$ due to layer $j$. The coupling falls off quickly: $b^3T$ is $-9.0336$ within a layer, $-1.4294$ between neighbours and $0.0226$ between second neighbours.

The sum $\sum_jT_{ij}$ is the local field when every site carries a unit moment. A slab with uniform polarisation $P=np$ along its normal has the macroscopic field $-4\pi P$. To find the field at a site, cut a large sphere around it. The dipoles inside contribute $p\sum(3z^2-r^2)/r^5=0$, because cubic symmetry makes the sums over $x^2$, $y^2$ and $z^2$ equal. The dipoles outside act as a continuum with a spherical hole, whose wall charge adds $P\int\cos^2\theta\,d\Omega=4\pi P/3$ at the centre. Hence
\begin{equation}
E_{\rm loc}=-4\pi P+\frac{4\pi P}{3}=-\frac{8\pi}{3}\,n\,p,
\qquad \sum_jT_{ij}=-\frac{8\pi n}{3}.
\end{equation}
Since $T_{ij}=T_{ji}$, summing \eqref{layers} over $i$, with the crystal surfaces far away, gives
\begin{equation}
p_{\rm tot}\equiv\sum_ip_i=p_0-\frac{8\pi n\alpha}{3}\,p_{\rm tot}
\quad\Rightarrow\quad
p_{\rm tot}=\frac{p_0}{1+2x},\qquad x=\frac{4\pi n\alpha}{3}.
\end{equation}

To bring in $\varepsilon$, consider the bulk in a macroscopic field $E$. The same sphere argument gives $P=n\alpha(E+4\pi P/3)$, so $4\pi P/E=3x/(1-x)$ and
\begin{equation}
\varepsilon=1+\frac{3x}{1-x}=\frac{1+2x}{1-x},\qquad
x=\frac{\varepsilon-1}{\varepsilon+2},\qquad
1+2x=\frac{3\varepsilon}{\varepsilon+2}.
\end{equation}
The total moment per site is therefore
\begin{equation}
p_{\rm tot}=\frac{\varepsilon+2}{3\varepsilon}\,p_0 .
\label{total}
\end{equation}
It differs from $p_0/\varepsilon$ by the local-field factor $(\varepsilon+2)/3$, because a site responds to the field at its own position and not to the macroscopic average. At $\varepsilon=1$ nothing is screened and both rules give $p_0$. For large $\varepsilon$ the lattice result tends to $p_0/3$, while the smooth-charge result tends to zero.

\subsection*{Numbers}

The crystal has a cubic cell edge of $5.10\ \text{\AA}$, a layer spacing of $2.55\ \text{\AA}$ and an area $A=13.005\ \text{\AA}^2$ per site. Equation \eqref{total} gives
\begin{equation}
p_{\rm tot}=\frac{22}{60}\times0.060=0.0220\ e\,\text{\AA},
\end{equation}
which is the dipole in your question. Potentials are quoted as the energy of a unit positive charge, so \eqref{step} acquires the factor $e^2/4\pi\varepsilon_0=14.3996\ \text{eV}\,\text{\AA}$:
\begin{equation}
\Delta\phi=\frac{4\pi\times14.3996\times0.0220}{13.005}=0.306\ \text{eV}.
\end{equation}
Adding the Coulomb potentials of all the relaxed dipoles, far above and far below the layer, also gives $0.3061$ eV. Dividing by 20 would give $0.0153$ eV. In millielectronvolts, the choice is between 306 and 15.

The sheet's own relaxed moment is $0.0263\ e\,\text{\AA}$, about 20\% above the total. Each adjacent layer contributes $-0.0024\ e\,\text{\AA}$, and more distant layers supply the small remainder. A dipole read from the interface layer alone is thus incompletely screened, but the cure is to include the neighbouring layers, not to divide by 20.

\subsection*{Where the permittivity does belong}

\textbf{The voltage across the film.} Let a film of thickness $t=20\ \text{\AA}$ carry a field of 1 MV/cm, which is $0.01$ V/\AA, directed so that its potential change adds to the step. The film contributes $0.01\times20=0.200$ eV. Its permittivity matters here, because $E=D/\varepsilon$ for a given $D$. In linear response the dipole step is simply added, giving $0.506$ eV. The twice-screened step would give $0.215$ eV.

\textbf{A cell held at zero mean field.} Suppose a periodic cell of length $L$ is filled with the oxide and contains one dipole layer. Periodicity forbids a net step, so a field $E$ along $+z$ appears with $EL=4\pi m$. It polarises the whole cell, whose moment per area becomes
\begin{equation}
m_{\rm cell}=m+\frac{\varepsilon-1}{4\pi}\,EL=m+(\varepsilon-1)\,m=\varepsilon m .
\end{equation}
This moment does need one division by $\varepsilon$. A cell that models an interface holds several materials, of thicknesses $L_i$ and permittivities $\varepsilon_i$. Then $D=4\pi m_{\rm cell}/L$ is uniform and $4\pi m=D\sum_iL_i/\varepsilon_i$, with $m$ the sum over all interfaces in the cell. The divisor is $L/\sum_i(L_i/\varepsilon_i)$, which is $6.5$ for equal thicknesses of permittivity 3.9 and 20. Its electrons and ions are relaxed too, but under a different electrical condition. Before using \eqref{step}, check that the averaged potential is flat on both sides of the interface.

\textbf{Clamped ions.} If only the electrons relax, $\varepsilon$ in \eqref{total} is replaced by the electronic value, here $\varepsilon_\infty=4$, and the step is $0.417$ eV. With the same bare moment, and with the ionic polarisability added on the same sites, releasing the ions multiplies it by
\begin{equation}
\frac{\varepsilon_\infty(\varepsilon+2)}{\varepsilon(\varepsilon_\infty+2)}
=\frac{4\times22}{20\times6}=0.733 .
\end{equation}
For a smooth bare charge the factor would be $\varepsilon_\infty/\varepsilon=0.2$. The permittivities alone do not fix the correction, so it is safer to relax the ions.

\textbf{A bare dipole near a boundary.} Let $\varepsilon(z)$ rise from 3.9 to 20 as $\tfrac12[1+\tanh(z/0.5\,\text{\AA})]$. Let the bare charge be smooth, with $Q_0=-m_0g(z)$, where $m_0=p_0/A$ and $g$ is a normalised Gaussian of standard deviation $0.4\ \text{\AA}$. The step is then $4\pi m_0\int g/\varepsilon\,dz$. It is $0.214$ eV with the charge well inside the low-$k$ side, $0.042$ eV well inside the high-$k$ side and $0.084$ eV when centred on the boundary. A bare moment needs a divisor that depends on its position. A total moment, with no field on either side of the interface, needs none.

\subsection*{How far the model can be trusted}

The permittivity and cell edge are rough values for hafnium dioxide, with one polarisable point per hafnium site. I chose the bare moment to give a step of a few tenths of an electronvolt, the rough size of the shifts sought from dipole layers in such stacks. The crystal must also be stable against polarising spontaneously. The largest value of $\alpha$ times the dipole coupling, over the wave vectors sampled, is $0.864$, below the limit of 1. It is reached for transverse polarisation at long wavelength, where it equals $x=19/22$.

The least secure assumption is the local field of point dipoles, since real ions overlap. For the same $p_0$, the smooth-charge limit lowers the step from $0.306$ to $0.042$ eV. Other changes, again at fixed $p_0$, matter less: a medium of permittivity 3.9 on one side gives $0.31$ eV if the sheet keeps the high-$k$ polarisability and $0.41$ eV if it has the low-$k$ one, and a permittivity of 25 throughout gives $0.301$ eV. All of these alter the prediction of $m$ from $p_0$. They leave \eqref{step} untouched, as do charge transfer and chemical rearrangement, provided that their charge is included in $\rho$.

Linearity is plausible but not proved. The step corresponds to a mean field of 12 MV/cm across one layer spacing, above a rough film breakdown field of 5 MV/cm, although it extends over atomic distances only. The induced moment in the sheet is $0.0337\ e\,\text{\AA}$ in size. The ions carry the fraction of it that they contribute to the polarisability; since $\alpha\propto(\varepsilon-1)/(\varepsilon+2)$, this is $1-(3/6)/(19/22)=0.42$. Dividing by a rough Born charge of $5e$ gives a displacement of $0.42\times0.0337/5=0.003\ \text{\AA}$. That charge, however, includes the electrons' response to the local field, which is counted separately here. Without it the charge is $5e\times3/(\varepsilon_\infty+2)=2.5e$, and the displacement is $0.006\ \text{\AA}$, still small beside the bond length of $2.21\ \text{\AA}$.

Real layers are also disordered. Suppose a random half of the sites carry $2p_0$ and the rest carry none. The mean step is unchanged, and each site deviates from the mean by $\pm p_0$. At long wavelengths only the component of the dipole density along the wave vector makes charge, and it is reduced by the same $1+2x$ in every direction. Each deviation therefore has the far potential $\pm p_{\rm tot}z/r^3$. Adding independent variances over the plane gives
\begin{equation}
\sigma^2=\frac{p_{\rm tot}^2}{A}\int_0^\infty\frac{2\pi\varrho\,z^2\,d\varrho}{(\varrho^2+z^2)^3}
=\frac{\pi\,p_{\rm tot}^2}{2Az^2}.
\end{equation}
At $z=10\ \text{\AA}$ this is an rms potential of $0.011$ eV, for a uniform oxide without a nearby gate electrode. Here too the relaxed moment enters undivided. The numerical output lists the remaining intermediate values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Static permittivity (input): 20.0
Electronic permittivity (input): 4.0
Permittivity of the low-k side (input): 3.9
Cubic cell edge (input): 5.10 A
Bare moment per site (input): 0.060 e A
Coulomb constant e^2/(4 pi eps0): 14.3996 eV A
In-plane spacing b: 3.606 A
Layer spacing d: 2.550 A
Area per site: 13.005 A^2
Site polarisability volume: 6.837 A^3
In-plane sum S (field = -S p/b^3): 9.0336
Nearest-layer coupling times b^3: -1.4294
Second-layer coupling times b^3: 0.0226
Isolated sheet: divisor of bare moment: 2.3170
Isolated sheet: relaxed moment: 0.02590 e A
Isolated sheet: step: 0.3603 eV
Permittivity measured on the lattice slab: 20.000
Stability number (must be below 1): 0.8636
Embedded: own relaxed moment of the sheet: 0.02633 e A
Embedded: moment of each adjacent layer: -0.00239 e A
Embedded: total moment per site: 0.02200 e A
Embedded: total over bare moment: 0.3667
Step if the bare moment were unscreened: 0.8348 eV
True step, 4 pi times total moment: 0.3061 eV
Step from explicit Coulomb sums: 0.3061 eV
Twice-screened step (wrong): 0.0153 eV
True step, converted: 306.1 meV
Twice-screened step, converted: 15.3 meV
Error of the twice-screened step: -0.2908 eV
Smooth bare charge in the high-k side: step: 0.0417 eV
Same, wrongly divided once more: 0.00209 eV
Smooth bare charge in the low-k side: step: 0.2141 eV
Smooth bare charge on the boundary: step: 0.0835 eV
Clamped-ion step on the lattice: 0.4174 eV
Remaining ionic factor, site dipoles: 0.7333
Remaining ionic factor, smooth charge: 0.2000
Film thickness (input): 20.0 A
Oxide field (input): 1.0 MV/cm
Potential-energy drop of the film alone: 0.2000 eV
Film drop plus true step: 0.5061 eV
Film drop plus twice-screened step: 0.2153 eV
Neglected: step with low-k medium on one side: 0.3125 eV
Neglected: other static permittivity (input): 25.0
Neglected: step at that permittivity: 0.3005 eV
Neglected: distance for noise (input): 10.0 A
Neglected: rms noise, half random occupation: 0.0110 eV
Neglected: rms noise from random sampling: 0.0109 eV
Neglected: mean field across one layer spacing: 12.00 MV/cm
Rough breakdown field (input): 5.0 MV/cm
Rough ionic effective charge (input): 5.0 e
Neglected: ionic displacement in the sheet: 0.00284 A
Cation-anion bond length of the cell: 2.208 A
\end{verbatim}
